# False film force from a temperature drop through a silicon wafer

## Problem

The force in a thin film can be found from the curvature it gives to its wafer. A (001) silicon wafer, 100 mm in diameter and $h=500$ µm thick, is scanned bare at uniform temperature and again later, after any film has been deposited. The operator finds the film force from the change in curvature. During the second scan, unknown to the operator, heat flows through the wafer and its two faces differ in temperature by $\Delta T=1$ K. The wafer is free to bend, and gravity and mounting act alike in both scans.

Rough room-temperature data for silicon are: thermal expansion $\alpha=2.6$ ppm/K, elastic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, and thermal conductivity $k=150$ W/(m K).

1. What film force per unit width does the operator report if the wafer carries no stressed film at all, and with which sign?
2. What is reported if the wafer carries a 100 nm aluminium film with a true tensile stress of 200 MPa?
3. What heat flux does a drop of 1 K require?

**Conventions.** The coordinate $z$ runs from the mid-plane of the wafer towards the film face, at $z=+h/2$. The film force $F$ is film stress times film thickness, positive in tension. The curvature $\kappa$ is positive when the film face is concave. The drop is $\Delta T=T(\text{back})-T(\text{film face})$, positive when the film face is the cooler one. Strains and slopes are small.

## First estimate by scaling

The cooler face wants to be shorter than the warmer one by a strain $\alpha\Delta T$. A film force $F$, spread over a thickness $h$ of stiffness $C$, causes strains of order $F/(Ch)$. The two causes bend the wafer by similar amounts when these strains are similar:

$$F\sim C\,\alpha\,\Delta T\,h .$$

With $C\approx C_{11}$,

$$F\sim(166\times10^{9})(2.6\times10^{-6})(1)(5\times10^{-4})\ \text{N/m}\approx 2\times10^{2}\ \text{N/m}.$$

The argument gives the dependence on each quantity, but not the numerical factor, nor the combination of elastic constants that acts as $C$.

## Exact solution within linear elasticity

### Curvature from the temperature drop

In steady heat flow with constant conductivity the temperature is linear in $z$. Its deviation from the mid-plane value is

$$\theta(z)=-\Delta T\,\frac{z}{h},$$

which is $-\Delta T/2$ at the film face and $+\Delta T/2$ at the back. Silicon is cubic, so its free thermal strain is the same in all directions: $\alpha\theta$ times the unit tensor. Consider the displacements

$$u=-\kappa xz,\qquad v=-\kappa yz,\qquad w=\tfrac{\kappa}{2}\left(x^2+y^2-z^2\right).$$

Their normal strains are

$$\varepsilon_{xx}=\partial_x u=-\kappa z,\qquad \varepsilon_{yy}=\partial_y v=-\kappa z,\qquad \varepsilon_{zz}=\partial_z w=-\kappa z,$$

and their shear strains vanish:

$$\varepsilon_{xy}=\tfrac12(0+0)=0,\qquad \varepsilon_{xz}=\tfrac12(-\kappa x+\kappa x)=0,\qquad \varepsilon_{yz}=\tfrac12(-\kappa y+\kappa y)=0 .$$

The total strain is therefore $-\kappa z$ times the unit tensor. It equals the free thermal strain at every point if $-\kappa z=-\alpha\Delta T\,z/h$, that is, if

$$\boxed{\kappa_T=\frac{\alpha\,\Delta T}{h}}$$

Stress arises from the difference between total and free strain, which is zero here. Equilibrium and the condition of free surfaces are then satisfied, and the elastic energy has its least possible value, zero. This is the state that a free wafer adopts, and no elastic constant enters it.

The mid-plane has the height $w=\kappa_T(x^2+y^2)/2$, so for $\Delta T>0$ the rim rises towards the film side and the film face is concave. This is as it should be, since the cooler face is the shorter one. For the given data

$$\kappa_T=\frac{2.6\times10^{-6}}{5\times10^{-4}\ \text{m}}=0.0052\ \text{m}^{-1},$$

a radius of curvature of about 192 m. Over the wafer radius $R=50$ mm the bow is $\kappa_TR^2/2=6.5$ µm.

### Stiffness of the wafer

A film with equal stress in all in-plane directions imposes equal in-plane strains $\varepsilon$ on the wafer, whose faces carry no normal stress. For a (001) wafer, with axes along the cube edges,

$$\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0\quad\Rightarrow\quad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .$$

The in-plane stress is then

$$\sigma_{xx}=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}=M\varepsilon,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

By symmetry $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{xy}=0$, so the stress is the same in every in-plane direction. The value of this biaxial modulus is $M=166+64-2(64)^2/166\approx180.7$ GPa.

### Curvature from a film

Let a film much thinner than the wafer pull with force $F$ per unit width. Away from the rim, the wafer has in-plane strain $\varepsilon_0-\kappa z$ and stress $M(\varepsilon_0-\kappa z)$. No external force acts, so the forces in wafer and film cancel:

$$\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)\,dz+F=Mh\varepsilon_0+F=0\quad\Rightarrow\quad\varepsilon_0=-\frac{F}{Mh}.$$

The moments about the mid-plane cancel too. The film acts at $z=h/2$, and $\int z^2dz=h^3/12$, so

$$\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)\,z\,dz+\frac{Fh}{2}=-\frac{M\kappa h^3}{12}+\frac{Fh}{2}=0 .$$

This gives the Stoney relation

$$F=\frac{Mh^2\kappa}{6}.$$

Inserting $\varepsilon_0$ and $\kappa=6F/(Mh^2)$ into the stress gives

$$\sigma(z)=-\frac{F}{h}-\frac{6Fz}{h^2},\qquad \sigma(h/2)=-\frac{4F}{h},\qquad \sigma(-h/2)=+\frac{2F}{h}.$$

### The false force

The operator puts the thermal curvature into the Stoney relation:

$$\boxed{F_T=\frac{Mh^2}{6}\,\frac{\alpha\Delta T}{h}=\frac{M\alpha\,\Delta T\,h}{6}}$$

$$F_T=\frac{(180.7\times10^{9})(2.6\times10^{-6})(1)(5\times10^{-4})}{6}\ \text{N/m}\approx 39\ \text{N/m}.$$

This answers the first question. A cooler film face imitates a tensile film, and a warmer one a compressive film of the same size. An error of 1 N/m needs a drop of about 26 mK.

The modulus appears in $F_T$ although the wafer bends without stress: it enters through the conversion of curvature to force. A real film of 39 N/m would put the wafer under $-0.31$ MPa beneath the film and $+0.16$ MPa at the back, whereas the temperature drop leaves it unstressed. The shapes agree and the stress states do not, so one curvature reading cannot tell the two causes apart. A bare wafer of the same thickness, with the same steady heat flow through it, changes its curvature by $\kappa_T$ alone and so supplies the correction.

## Comparison of estimate and solution

The scaling result has the right dependence on $\alpha$, $\Delta T$ and $h$, but is too large by a factor of about 5.5. The stress profile shows why. Between back and film face the film changes the wafer stress by $6F/h$, and hence the strain by $6F/(Mh)$, not by $F/(Mh)$. Setting this face-to-face difference equal to $\alpha\Delta T$ reproduces the solution. The six is the product of two factors in the moment balance: the $1/2$ in the film's lever arm $h/2$, and the 12 from $\int z^2dz=h^3/12$. The estimate also used $C_{11}$ in place of the slightly larger $M$, which reduces the discrepancy from 6 to $6\times166/180.7\approx5.5$.

## A second case: a profile that is not linear

While the heat flow is changing, $\theta(z)$ need not be linear. The stress is then $M(\varepsilon_0-\kappa z-\alpha\theta)$ away from the rim, and zero moment requires

$$\int_{-h/2}^{h/2}(\varepsilon_0-\kappa z-\alpha\theta)\,z\,dz=0\quad\Rightarrow\quad \kappa=-\frac{12\alpha}{h^3}\int_{-h/2}^{h/2}\theta(z)\,z\,dz .$$

The term in $\varepsilon_0$ drops out because $z$ is odd. For the same reason any part of $\theta$ that is even in $z$ causes no bending: a bare wafer heated equally from both sides does not bend, even if its faces are hotter than its centre.

Equal face temperatures do not guarantee equal curvatures either. Take $\theta=-4\Delta T(z/h)^3$, which has the same face values $\mp\Delta T/2$ as the linear profile. Then

$$\int_{-h/2}^{h/2}\theta z\,dz=-\frac{4\Delta T}{h^3}\cdot\frac{2}{5}\left(\frac h2\right)^5=-\frac{\Delta T\,h^2}{20},\qquad \kappa=\frac{12}{20}\,\frac{\alpha\Delta T}{h}.$$

The false force is 60 % of the former value, about 23 N/m. The formula for $F_T$ holds for a linear profile, with or without an added part that is even in $z$. For other profiles the two face temperatures are in general not sufficient information.

## Reading with a real film

The true force of the aluminium film is $(200\times10^{6})(100\times10^{-9})=20$ N/m. In linear elasticity the curvatures add, so the operator reads

$$F+F_T=20+39.1=59.1\ \text{N/m}.$$

Divided by the film thickness this is a stress of about 591 MPa instead of 200 MPa. If the film face is the warmer one, the reading is $20-39.1=-19.1$ N/m, and a tensile film is reported as compressive.

Two small effects of the film itself have been left out. First, the film is $\Delta T/2$ cooler than the mid-plane. With rough values for aluminium, expansion $\alpha_f=23$ ppm/K and biaxial modulus $M_f=115$ GPa, it would contract by $\alpha_f\Delta T/2$, while the wafer face contracts by $\alpha\Delta T/2$. For film thickness $h_f$ the difference adds a real tension

$$M_fh_f(\alpha_f-\alpha)\frac{\Delta T}{2}=(115\times10^{9})(10^{-7})(20.4\times10^{-6})(0.5)\ \text{N/m}\approx0.12\ \text{N/m}.$$

Secondly, the film has finite thickness. Its force acts at $(h+h_f)/2$, which raises the moment by the fraction $h_f/h$. If the 200 MPa are the stress before the wafer deforms, the film also follows the strain $-4F/(Mh)$ of the wafer face, which lowers its force by the fraction $4M_fh_f/(Mh)$. To first order in $h_f/h=2\times10^{-4}$ the change relative to the nominal film force of 20 N/m is

$$\frac{h_f}{h}\left(1-\frac{4M_f}{M}\right)=2\times10^{-4}\,(1-2.55)\approx-0.03\ \%.$$

A full two-layer force and moment balance with both effects gives 59.25 N/m, and $-19.26$ N/m if the film face is the warmer one, so simple addition suffices here to within about 0.1 N/m. This answers the second question.

## Heat flux and the real case

A steady linear profile carries the heat flux

$$q=\frac{k\,\Delta T}{h}=\frac{150\times1}{5\times10^{-4}}\ \text{W/m}^2=30\ \text{W/cm}^2 .$$

This answers the third question and puts the problem in proportion. Silicon conducts heat well, and 1 K across half a millimetre is a severe case. A flux of 1 W/cm² gives a drop of 33 mK and a false force of 1.3 N/m. A black body at 1000 K emits 5.67 W/cm²; if all of this were absorbed at one face and removed as heat at the other, the drop would be 0.19 K and the false force 7.4 N/m. For $k=150$ W/(m K) these black-body values are upper estimates (heavily doped silicon absorbs more but conducts less, and can exceed them), because nearly all of this radiation has photon energies below the band gap of silicon, and part of it can pass through a lightly doped wafer without being absorbed. For the wafer to stay near room temperature, as the data assume, the face opposite the heated one must be cooled without hindering the bending. This is demanding: 30 W/cm² is about 2.4 kW through the wafer. With gas cooling of 10 to 100 W/(m² K), a face 10 K above its surroundings passes only 0.01 to 0.1 W/cm², a false force of 0.013 to 0.13 N/m. The heated face is the warmer one, so heating from the film side imitates compression.

Eliminating $\Delta T=qh/k$ shows the role of thickness:

$$\kappa_T=\frac{\alpha q}{k},\qquad F_T=\frac{M\alpha q h^2}{6k}.$$

At fixed flux the thermal curvature does not depend on thickness, whereas the curvature from a given film force varies as $1/h^2$. A thinner wafer therefore reduces the false force at fixed flux, as long as the deflection stays small.

The remaining assumptions affect the result as follows.

**Orientation.** For a (111) wafer with unit normal $\mathbf n$, let the in-plane strain be $\varepsilon$ and the normal strain $\varepsilon+d$. The strain tensor is $\varepsilon\delta_{ij}+d\,n_in_j$. In cube axes every $n_in_j$ equals $1/3$, so with $B=C_{11}+2C_{12}$ the diagonal stresses are $s=B(\varepsilon+d/3)$ and the off-diagonal ones $t=2C_{44}d/3$. This stress tensor is $(s-t)\delta_{ij}+3t\,n_in_j$: its normal stress is $s+2t$ and its in-plane stress $s-t$. Setting $s+2t=0$ gives

$$d=-\frac{3B\varepsilon}{B+4C_{44}},\qquad s-t=-3t=-2C_{44}d=\frac{6C_{44}B}{B+4C_{44}}\,\varepsilon .$$

The modulus is $6(80)(294)/(294+320)\approx229.8$ GPa, and the false force rises by 27 % to about 50 N/m. The value of 39 N/m belongs to (001) wafers.

**Temperature.** The expansion of silicon grows by roughly 0.008 ppm/K per kelvin near room temperature. If the mean wafer temperature is 10 K higher and the drop $\Delta T$ is the same, $\alpha$ and $F_T$ rise by $0.08/2.6\approx3$ %, or about 1.2 N/m. At the same heat flux the drop grows too, by about 4 % if the conductivity varies as $T^{-1.3}$, and $F_T$ rises by nearly 8 % in all. A wafer with the aluminium film also shows a real change of similar size: the film expands more than the wafer, which lowers its tensile force by about $M_fh_f(\alpha_f-\alpha)(10\ \text{K})\approx2.3$ N/m. The mean temperature of the second scan should therefore be recorded as well. That of the first matters little, since a uniform change of temperature does not bend a bare wafer. Within the 1 K drop itself, a conductivity varying as $T^{-1.3}$ and this slope of $\alpha$ together change the curvature by about one part in a million. Their leading distortion of the thermal strain is quadratic in $z$, hence even, and does not bend the wafer.

**Finite deflection.** A flat disc cannot become a spherical cap without stretching, which resists the bending. For an estimate, take an isotropic plate with Young's modulus $E$, Poisson ratio $\nu$ and uniform curvature. The membrane forces $N_r=c(R^2-r^2)$ and $N_\theta=(rN_r)'=c(R^2-3r^2)$ are in equilibrium and leave the rim free. The radial displacement $U$ obeys $e_\theta=U/r$ and $e_r=U'+\kappa^2r^2/2$, hence $e_r-(re_\theta)'=\kappa^2r^2/2$. With $Eh\,e_r=N_r-\nu N_\theta$ and $Eh\,e_\theta=N_\theta-\nu N_r$ the left side is $8cr^2/(Eh)$, so $c=Eh\kappa^2/16$. With $s=r^2/R^2$ the stretching energy is

$$\frac{\pi c^2R^6}{2Eh}\int_0^1\left[(1-s)^2+(1-3s)^2-2\nu(1-s)(1-3s)\right]ds=\frac{\pi c^2R^6}{2Eh}\cdot\frac43=\frac{\pi EhR^6\kappa^4}{384}.$$

The bending energy is $\pi R^2Mh^3(\kappa-\kappa_T)^2/12$. Setting the derivative of the sum to zero, with $M=E/(1-\nu)$, gives

$$\frac{\kappa_T-\kappa}{\kappa}=\frac{(1-\nu)R^4\kappa^2}{16h^2}\approx3\times10^{-5}$$

for $\nu=0.278$. This is the loss of mean curvature. In a real wafer the curvature can vary with radius, and the loss at the centre is then somewhat more than twice as large. The effect is negligible here but grows as $R^4/h^2$ at fixed curvature, so large, thin wafers need a fresh estimate.

**Lateral uniformity.** The heat flow has been taken as uniform over the wafer. If it varies with radius, the local curvature does not follow the local drop. For an isotropic plate with $\nu=0.278$ and a Gaussian drop of $1/e$ radius $0.4R$, the curvature at the centre is about 70 % of the local $\alpha\Delta T/h$, while the mean curvature equals the area average of $\alpha\Delta T/h$. A bare reference wafer then needs the same pattern of heat flow.

**Mounting.** The result also requires that the wafer is free to bend. A wafer held flat by a chuck shows no thermal curvature and no false force; the drop then produces stress instead. Partial clamping gives a result that depends on the mount.

The numerical output below lists the main values used here.

## Computed values

```
Wafer thickness: 500 um
Wafer expansion: 2.6 ppm/K
Temperature drop: 1 K
C11: 166 GPa
C12: 64 GPa
C44: 80 GPa
Biaxial modulus (001): 180.7 GPa
Biaxial modulus (111): 229.8 GPa
Thermal curvature: 0.0052 1/m
Radius of curvature: 192.3 m
Wafer radius: 50 mm
Bow, centre to edge: 6.50 um
False film force (001): 39.14 N/m
False film force (111): 49.80 N/m
Drop giving 1 N/m error: 25.5 mK
Wafer stress under equivalent film: -0.313 MPa
Wafer stress at back, equivalent film: 0.157 MPa
Film thickness: 100 nm
Film biaxial modulus: 115 GPa
Film expansion: 23 ppm/K
True film stress: 200 MPa
True film force: 20.00 N/m
False film stress: 391.4 MPa
Sum of true and false force: 59.14 N/m
Full bilayer reading, force: 59.25 N/m
Full bilayer reading, stress: 592.5 MPa
Reading if film face is hotter: -19.14 N/m
Wafer conductivity: 150 W/(m K)
Flux needed for the drop: 30.0 W/cm2
Drop at 1 W/cm2: 33.3 mK
False force at 1 W/cm2: 1.30 N/m
Black-body flux at 1000 K: 5.67 W/cm2
Drop from that flux: 189 mK
False force from that flux: 7.40 N/m
Orientation effect, (111) vs (001): 27.2 %
Expansion slope: 0.008 ppm/K^2
Effect of 10 K higher mean: 3.1 %
Finite film thickness effect: -0.031 %
Film thermal mismatch force: 0.117 N/m
Conductivity exponent: -1.3 (power of T)
Nonlinear profile effect: -1.1e-04 %
Poisson ratio for stiffening: 0.278 (no unit)
Finite deflection effect: 3.0e-03 %
```
